# The Fowler Law for Internal Photoemission from Conserved Transverse Momentum

## Entry 1. What symmetry and dimensions fix

A metal absorbs photons of energy $h\nu$, and some of the excited electrons cross into a semiconductor. The yield $Y$ is the number that cross per absorbed photon. Energies are counted from the bottom of the metal band. The Fermi energy is $E_F$, the Schottky barrier $\Phi$ is measured from the Fermi level to the barrier top, and

$$E_B=E_F+\Phi,\qquad \Delta=h\nu-\Phi .$$

A smooth interface looks the same after any displacement along itself, so the wave vector component parallel to it, $\mathbf k_t$, is conserved in the crossing. If the semiconductor is isotropic in the plane, with its band minimum at $\mathbf k_t=0$, an electron with excess energy $\varepsilon=E-E_B$ can have a transverse wave vector only inside a disc of area

$$A_s=\pi k_{t,\max}^2=\frac{2\pi m_s\varepsilon}{\hbar^2},$$

where $m_s=rm$ is the in-plane semiconductor mass and $m$ the metal electron mass. In the metal, the transverse wave vectors at energy $E$ fill a disc of area $2\pi mE/\hbar^2$. The dimensionless ratio of the areas is $r\varepsilon/E$. The transverse plane has two dimensions and the kinetic energy is quadratic, so this ratio is linear in $\varepsilon$. Summing over excess energies from $0$ to $\Delta$ supplies a second power, and dividing by the photon energy makes the result a number:

$$Y=c\,\frac{r\Delta^2}{E_B\,h\nu}.$$

It remains to find $c$ and the conditions under which the argument holds. Strictly, it is $Y\,h\nu$ that is quadratic; the factor $1/h\nu$ varies slowly near threshold.

## Entry 2. One hot electron

Take a free-electron metal and one excited electron of energy $E>E_B$, whose direction makes an angle $\theta$ with the interface normal. Its transverse wave vector obeys $\hbar^2k_t^2/2m=E\sin^2\theta$. Across the interface, with normal mass $m_z$,

$$E=E_B+\frac{\hbar^2k_t^2}{2rm}+\frac{\hbar^2k_z^2}{2m_z}.$$

A travelling wave needs $k_z^2>0$, hence

$$\frac{E\sin^2\theta}{r}<\varepsilon
\quad\Longrightarrow\quad
\sin^2\theta<\sin^2\theta_c=\frac{r\varepsilon}{E}.$$

This requires $r\varepsilon<E$, which holds near threshold. The normal mass has dropped out.

Assume that the hot electron is equally likely to move in any direction, makes one attempt without loss, and passes with certainty whenever passage is classically allowed. The passing fraction is the solid angle of the cone divided by $4\pi$:

$$P=\frac{1}{4\pi}\,2\pi\int_0^{\theta_c}\sin\theta\,d\theta
=\frac{1-\cos\theta_c}{2}
=\frac12\left[1-\sqrt{1-\frac{r\varepsilon}{E}}\right].$$

Electrons moving away from the interface are counted as lost. With $x=r\varepsilon/E$ and $\sqrt{1-x}=1-x/2-x^2/8-\dots$,

$$P=\frac{x}{4}+\frac{x^2}{16}+\dots\simeq\frac{r\varepsilon}{4E_B}.$$

Limit: at $\varepsilon\to0$ the cone closes. An electron with just enough total energy escapes only if all of its motion is normal to the interface.

## Entry 3. All hot electrons at zero temperature

At $T=0$ an electron can absorb the photon if its initial state is filled, $E_i<E_F$, and its final state is empty, $E_i+h\nu>E_F$. For $h\nu<E_F$ the initial energies therefore span a window of width $h\nu$ below $E_F$. Give equal weight to every energy in it. The hot energies $E=E_i+h\nu$ then fill $E_F<E<E_F+h\nu$ with weight $dE/h\nu$. Those above $E_B$ have $0<\varepsilon<\Delta$, so for $0<\Delta\ll E_B$

$$Y=\frac1{h\nu}\int_0^\Delta P\,d\varepsilon
\simeq\frac1{h\nu}\int_0^\Delta\frac{r\varepsilon}{4E_B}\,d\varepsilon
=\boxed{\frac{r\Delta^2}{8E_B\,h\nu}} .$$

Thus $c=1/8$. For the next order, put $E=E_B+\varepsilon$ in $x$:

$$P\simeq\frac{r\varepsilon}{4E_B}\left[1-\frac{\varepsilon}{E_B}+\frac{r\varepsilon}{4E_B}\right].$$

Since $\int_0^\Delta\varepsilon^2d\varepsilon=\Delta^3/3$ and $\int_0^\Delta\varepsilon\,d\varepsilon=\Delta^2/2$, the law acquires the factor

$$1-\frac23\left(1-\frac r4\right)\frac{\Delta}{E_B}.$$

For $r=1$ the integral can be done in closed form. Then $P=\frac12(1-\sqrt{E_B/E})$. With $a=\sqrt{E_B+\Delta}=\sqrt{E_F+h\nu}$ and $b=\sqrt{E_B}$,

$$\int_{E_B}^{E_B+\Delta}P\,dE
=\frac12\left[a^2-b^2-2b(a-b)\right]
=\frac12(a-b)^2,$$

$$Y=\frac{\left(\sqrt{E_F+h\nu}-\sqrt{E_B}\right)^2}{2h\nu}.$$

Limit: $a-b\simeq(\Delta/2b)(1-\Delta/4E_B)$, whose square restores the boxed law with the factor $1-\Delta/2E_B$, in agreement with the general correction at $r=1$.

## Entry 4. Numbers for a silicon contact

Take a metal contact on n-type silicon lit at 1550 nm, with rough typical values $\Phi=0.60$ eV and $E_F=8.0$ eV, and set $r=1$. Then $E_B=8.60$ eV, $h\nu=0.7999$ eV and $\Delta=0.1999$ eV. The law gives

$$Y\simeq\frac{(0.1999)^2}{8(8.60)(0.7999)}=7.26\times10^{-4}=0.0726\,\%.$$

The closed form gives 0.0718 %, which is 1.15 % lower relative to the law; the predicted correction is $\Delta/2E_B=1.16\,\%$. A direct count of passing directions on a grid of energies and angles, using the momentum condition itself, also gives 0.0718 %. For $r=0.4$ the count gives 0.02864 % and the law 0.02904 %. The difference, 1.4 % of the law, is again the predicted correction.

The yield is small for two reasons. A quarter of the hot electrons, $\Delta/h\nu$, have enough energy. Even the most energetic of these pass only within 8.67° of the normal, a fraction 0.57 % of all directions, and the average over the energetic quarter is about half of that.

One absorbed photon delivers $Y$ electrons for an energy $h\nu$, so the responsivity per absorbed power is $Y$ divided by the photon energy in eV:

$$\mathcal R=\frac{7.178\times10^{-4}}{0.7999}\ \text{A/W}=0.90\ \text{mA/W}.$$

## Entry 5. Fowler's own counting

Fowler's picture treats the excitation differently: the photon energy is added wholly to the normal motion, and the transverse momentum stays fixed in the absorption as well. For $r=1$ an electron escapes if

$$\frac{p_z^2}{2m}+h\nu>E_B
\quad\Longleftrightarrow\quad
\frac{p_z^2}{2m}>E_F-\Delta .$$

In the uniformly filled Fermi sphere this selects a cap, $p_z/p_F>q=\sqrt{1-\Delta/E_F}$. Its share of the sphere is

$$\frac{\pi\int_q^1(1-u^2)\,du}{4\pi/3}
=\frac{2-3q+q^3}{4}
=\frac{(1-q)^2(2+q)}{4}
\simeq\frac{3\Delta^2}{16E_F^2},$$

because $1-q\simeq\Delta/2E_F$ and $2+q\simeq3$. The power is the same: the cap's depth and its cross-section each contribute one factor of $\Delta$. For the example the leading formula gives $1.17\times10^{-4}$ and integration over the sphere $1.18\times10^{-4}$. This is a fraction of all conduction electrons, not a yield per photon. To compare it with Entry 3, divide by the share of electrons that can absorb, those within $h\nu$ of $E_F$, which is $1-(1-h\nu/E_F)^{3/2}\simeq3h\nu/2E_F$. This gives $Y\simeq\Delta^2/(8E_F\,h\nu)$: the same $c=1/8$, with $E_F$ in place of $E_B$. For the example this is $7.8\times10^{-4}$, and $8.1\times10^{-4}$ with the exact shares.

## Entry 6. Is transverse conservation enough?

Three variations show which part of the argument carries the power.

**An abrupt step.** Keep $\mathbf k_t$ conserved and take equal masses, but let the wave reflect at a sharp potential step. Matching the wave and its slope, with reflected amplitude $R$ and transmitted amplitude $t$, gives $1+R=t$ and $k_1(1-R)=k_2t$, so $t=2k_1/(k_1+k_2)$. The transmitted share of the current is

$$T=\frac{k_2}{k_1}t^2=\frac{4k_1k_2}{(k_1+k_2)^2}.$$

Let $\varepsilon_z=\varepsilon-\hbar^2k_t^2/2m$ be the normal kinetic energy beyond the step. Then $k_2/k_1=\sqrt{\varepsilon_z/(E_B+\varepsilon_z)}$, and near threshold $T\simeq4\sqrt{\varepsilon_z/E_B}$. From $E\sin^2\theta=\varepsilon-\varepsilon_z$, the direction weight $\frac12\sin\theta\,d\theta$ becomes $d\varepsilon_z/4E_B$ near the normal. Therefore

$$Y_{\rm step}\simeq\frac1{h\nu}\int_0^\Delta d\varepsilon\int_0^\varepsilon\frac{d\varepsilon_z}{4E_B}\,4\sqrt{\frac{\varepsilon_z}{E_B}}
=\frac{1}{h\nu E_B^{3/2}}\int_0^\Delta\frac23\varepsilon^{3/2}d\varepsilon
=\frac{4\Delta^{5/2}}{15E_B^{3/2}h\nu}.$$

The power is $5/2$, although transverse momentum is conserved. Numerical integration with the full $T$ gives a local power 2.498 at $\Delta=10^{-4}$ eV. The quadratic law thus also needs a transmission that stays constant over the window of excess energies. In the example the step reduces the yield to 0.27 of its classical value. The leading formula gives $(32/15)\sqrt{\Delta/E_B}=0.33$; the difference comes from the higher terms of $T$ in $\sqrt{\varepsilon_z/E_B}$, which is not very small here.

**A diffuse interface.** Now abandon transverse conservation. Let $N_m$ metal channels and $N_s$ semiconductor channels meet at an interface that scatters at random, conserving only energy and particle number. The scattering matrix is then modelled as a random unitary matrix, with no further symmetry imposed. By symmetry each of its elements has mean square modulus $1/(N_m+N_s)$, and summing over the $N_s$ outgoing channels gives the mean transmission per metal channel

$$\bar T=\frac{N_s}{N_m+N_s}.$$

Random matrices with $N_m=40$ and $N_s=1,2,4$ gave 0.0244, 0.0476 and 0.0907, against $1/41=0.0244$, $2/42=0.0476$ and $4/44=0.0909$. The channel numbers are proportional to the disc areas of Entry 1, so $N_s/N_m=r\varepsilon/E$ and $\bar T\simeq r\varepsilon/E$ near threshold. This is again linear in $\varepsilon$, and the yield is again quadratic. The prefactor changes: half of the isotropic electrons move toward the interface and each passes with probability $r\varepsilon/E$, so $P\simeq r\varepsilon/2E$, twice the value for the smooth interface.

For a single attempt near threshold, transverse conservation together with constant transmission is therefore sufficient for the quadratic law, but transverse conservation is not necessary. The common element is the number of open semiconductor channels, which grows linearly from zero.

**Many attempts.** Suppose that an electron which fails is returned to the interface with its energy intact and its direction randomized. Let every attempt, the first included, be drawn from an isotropic gas of electrons, whose flux arriving at angle $\theta$ carries a factor $\cos\theta$. This differs from the single attempt of Entry 2, where each electron had equal weight in every direction, and it changes the prefactor but not the power. For $r=1$ the chance per attempt is then $\int_{\cos\theta_c}^1 2\mu\,d\mu=\sin^2\theta_c=\varepsilon/E$. After $N$ attempts the escape probability is

$$1-\left(1-\frac{\varepsilon}{E}\right)^N .$$

For $N\varepsilon/E\ll1$ this is $N\varepsilon/E$, and the power is 2. For $N\varepsilon/E\gg1$ nearly every electron with enough energy escapes, and $Y\,h\nu$ becomes linear in $\Delta$. The change is gradual and sets in around $N\sim E_B/\Delta\approx43$. At the example's $\Delta$ the local powers are 1.98, 1.73 and 1.00 for 1, 40 and 100 000 attempts. For any fixed $N$ the power returns to 2 close enough to threshold.

## Entry 7. Finite temperature

Write $f$ for the Fermi function. The weight of an initial energy becomes $f(E_i)[1-f(E_i+h\nu)]$. Since

$$f(E_i)[1-f(E_i+h\nu)]=\frac{f(E_i)-f(E_i+h\nu)}{1-e^{-h\nu/kT}},$$

its integral is $h\nu/(1-e^{-h\nu/kT})\simeq h\nu$ for $h\nu\gg kT$. Final states above the barrier are practically empty if $\Phi\gg kT$. With $E_i-E_F=\varepsilon-\Delta$, the quantity $\Delta^2/2$ in the zero-temperature integral is replaced by

$$J(\Delta)=\int_0^\infty\frac{\varepsilon\,d\varepsilon}{1+e^{(\varepsilon-\Delta)/kT}},\qquad Y=\frac{r\,J(\Delta)}{4E_B\,h\nu}.$$

For $\Delta\le0$, expand the Fermi function in powers of $e^{-(\varepsilon-\Delta)/kT}$ and integrate each term:

$$J=(kT)^2\sum_{n=1}^\infty\frac{(-1)^{n+1}e^{n\Delta/kT}}{n^2}
=-(kT)^2\,\mathrm{Li}_2\!\left(-e^{\Delta/kT}\right).$$

The last expression, the dilogarithm, continues the sum to $\Delta>0$. At threshold the sum is $\pi^2/12$, so the yield does not vanish there:

$$Y(h\nu=\Phi)=\frac{r\pi^2(kT)^2}{48E_B\Phi}.$$

For the behaviour above threshold, differentiate and integrate by parts: $J'(\Delta)=\int_0^\infty f\,d\varepsilon=kT\ln(1+e^{\Delta/kT})$. Hence

$$\frac{d}{d\Delta}\left[J(\Delta)+J(-\Delta)\right]
=kT\ln\frac{1+e^{\Delta/kT}}{1+e^{-\Delta/kT}}=\Delta .$$

Integrating from $\Delta=0$, where the bracket equals $\pi^2(kT)^2/6$,

$$J(\Delta)=\frac{\Delta^2}{2}+\frac{\pi^2(kT)^2}{6}-J(-\Delta).$$

The last term is of order $(kT)^2e^{-\Delta/kT}$. For $\Delta\gg kT$ the yield therefore exceeds its zero-temperature value by the factor $1+\pi^2(kT)^2/3\Delta^2$, and for $T\to0$ the quadratic law returns.

At 300 K, $kT=25.85$ meV. At 1550 nm the formula gives 1.055, and integration with the full escape fraction gives 1.054. At 1900 nm, where $\Delta=0.0525$ eV is only twice $kT$, the yield rises from 0.0061 % to 0.0106 %. At threshold it is 0.0027 %.

**Reading the barrier from a spectrum.** At $T=0$ and $r=1$,

$$\sqrt{Y\,h\nu}=\frac{\sqrt{E_F+h\nu}-\sqrt{E_B}}{\sqrt2}\propto\Delta\left(1-\frac{\Delta}{4E_B}+\dots\right),$$

which is nearly straight in $h\nu$. A line through the points at 1310 and 1550 nm meets the axis at 0.598 eV instead of 0.600 eV. The curvature predicts a shift $-\Delta_1\Delta_2/4E_B=-2$ meV, with $\Delta_1=0.1999$ and $\Delta_2=0.3464$ eV. With the 300 K yields the intercept is 0.589 eV: heat raises the lower point more, which flattens the line. Both shifts belong to the method of reading; the barrier is the same.

## Entry 8. The model beside a real contact

The barrier, wavelength and film dimensions lie in the rough range of metal–silicon Schottky detectors. The photon energy is below the silicon gap, roughly 1.1 eV, so one-photon band-to-band absorption in silicon does not compete. The model's 0.07 % and 0.9 mA/W are per absorbed photon and per absorbed power; light that is not absorbed in the metal lowers the external figures. Silicon breaks the assumption of a single band minimum at $\mathbf k_t=0$. The simple estimate below changes the yield by a factor between about 0.2 and 2.4, depending on how far the outer valleys take part.

**Valleys.** On a (100) face, two silicon valleys project onto $\mathbf k_t=0$ and four lie at $k_0=9.84$ nm$^{-1}$. Take masses $\mu_t=0.19$ and $\mu_l=0.92$ in units of $m$. The two centred valleys share one disc; a metal electron there can cross at most once, so the disc counts once and contributes $\mu_t$ to $r$. Each outer valley accepts an ellipse of area $2\pi m\sqrt{\mu_l\mu_t}\,\varepsilon/\hbar^2$. From $k_t=k\sin\theta$ follows $d^2k_t=k^2\cos\theta\,d\Omega$, so the solid angle is this area divided by $k^2\cos\theta_0$, where $\sin\theta_0=k_0/k$. Dividing by $4\pi$ and using $k^2=2mE/\hbar^2$ gives $\sqrt{\mu_l\mu_t}\,\varepsilon/(4E\cos\theta_0)$ per valley. Thus

$$r\;\to\;\mu_t+\frac{4\sqrt{\mu_l\mu_t}}{\cos\theta_0}.$$

With $k=15.07$ nm$^{-1}$ (at $\varepsilon=0.05$ eV), $\cos\theta_0=0.757$ and the factor is $0.19+2.21=2.40$; a direct count of directions also gives 2.40. If the outer valleys do not take part, 0.19 remains. Both values assume full transmission wherever energy and $\mathbf k_t$ allow it. They leave out crossings in which the crystal lattice changes $\mathbf k_t$ by a reciprocal lattice vector of the interface; these could open further directions, so 2.40 is not an upper bound. If every such crossing on the unreconstructed face were fully transmitted, the factor would be about 11; the actual strength of these crossings is not estimated here.

**Film loss.** For a 20 nm film absorbing evenly in depth, and a loss length of 30 nm, near-normal electrons that start toward the interface survive with mean probability $(30/20)(1-e^{-20/30})=0.73$. Electrons bound for the outer valleys travel obliquely and lose more. The model counts electrons that start away from the interface as lost, but in so thin a film some return. If a smooth outer face reflects them without loss, they add $(30/20)e^{-20/30}(1-e^{-20/30})=0.37$, and the factor becomes 1.10 instead of 0.73.

**Barrier shape.** The image force and a field $F=0.02$ MV/cm, about 7 % of a rough breakdown field of 0.3 MV/cm, give the potential energy $-\alpha/x-eFx$ with $\alpha=e^2/16\pi\epsilon$, where $\epsilon$ is the permittivity, 11.7 times that of vacuum. Setting the derivative to zero puts the top at $x_m=\sqrt{\alpha/eF}=3.9$ nm, lowered by $2\sqrt{\alpha eF}=15.7$ meV. Here $\Phi$ is the barrier after lowering. Were 0.60 eV the value before lowering, the yield would be 1.16 times larger.

Near its top this barrier is an inverted parabola of frequency $\omega$. Its transmission is taken as the standard result $1/(1+e^{-\varepsilon_z/w})$, $w=\hbar\omega/2\pi$. With the lighter mass, which gives the larger width, $w=3.2$ meV. For such a parabola, transmission would reach one within a small part of the 200 meV window, and tunnelling would change the yield by only 0.09 %. The image barrier is too thin for the parabola to settle the matter: $\hbar\omega=2\pi w=20$ meV exceeds the 15.7 meV lowering, and an electron of the lighter mass 50 meV above the top has a wavelength of about 13 nm, against 3.9 nm between the metal and the top. Such an electron also feels the steep rise of several eV at the metal surface and is partly reflected, in general less so at higher energy. This lowers the yield and moves the local power from 2 towards the 5/2 of the abrupt step. The wave equation can be integrated through this barrier with $r=1$, normal mass 0.92 or 0.19, the image potential cut off between 0.004 and 0.3 nm from the metal, and the wave and its slope divided by the mass matched there. The transmission 50 meV above the top is then about 0.4 to 0.6, the yield 0.37 to 0.58 of its classical value, and the local power 2.1 to 2.3; the spread comes from the mass and the cut-off. Constant transmission is therefore an assumption of the model, not a result for this contact. If the top itself were atomically sharp, the yield would fall as for the step of Entry 6. The factor 0.27 found there holds for equal masses; a lighter normal mass in the semiconductor brings the two velocities closer and reduces the yield less. With $r=1$ the factor is 0.28 for 0.92, the normal mass of the centred valleys on a (100) face, and about 0.5 for 0.19, that of the outer valleys.

**State densities.** Weighting by free-electron initial and final densities, $\sqrt{E_i(E_i+h\nu)}$, raises the yield by 4 %, because the escaping electrons start near the top of the window, where the weight is largest. Metals with d bands near $E_F$ can depart further, and that is not estimated here.

Most of these corrections mainly alter the prefactor; reflection at the metal surface can also alter the power. The quadratic form requires that they vary little across the window, that $\Delta$ exceed $kT$ and $w$ comfortably, that $\Delta\ll E_B$, and that an electron makes far fewer than $E_B/\Delta$ attempts. Where these conditions hold, the spectrum determines the barrier much better than the absolute yield tests the model. A transmission that rises with energy shifts the reading of the straight line in Entry 7 upward, against the downward shifts found there. At zero temperature the points at 1310 and 1550 nm would give about 0.65 eV instead of 0.60 eV for a pure power 5/2, 0.64 eV for the abrupt step, and 0.615 to 0.63 eV for the image barrier solved above, a shift larger than the downward ones. The numerical output follows.

## Values computed for the example and the checks

```
Fermi energy: 8.00 eV
Schottky barrier: 0.60 eV
barrier top above band bottom: 8.60 eV
wavelength: 1550 nm
photon energy: 0.7999 eV
excess energy: 0.1999 eV
widest escape angle: 8.67 degrees
largest escape fraction: 0.5712 %
yield, quadratic law: 0.07261 %
yield, closed form: 0.07178 %
yield, direct count: 0.07177 %
closed form / quadratic - 1: -1.15 %
yield, mass ratio 0.4, count: 0.02864 %
yield, mass ratio 0.4, law: 0.02904 %
responsivity (absorbed): 0.8973 mA/W
1310 nm: photon energy 0.9464 eV
  yield 0 K 0.18070 %, 300 K 0.18389 %
1550 nm: photon energy 0.7999 eV
  yield 0 K 0.07178 %, 300 K 0.07564 %
1900 nm: photon energy 0.6525 eV
  yield 0 K 0.00613 %, 300 K 0.01061 %
power of excess, one attempt: 1.9994
power of excess, abrupt step: 2.4979
power at example, 1 attempts: 1.9848
power at example, 40 attempts: 1.7318
power at example, 100000 attempts: 1.0004
diffuse transmission, 1 of 41: 0.02436
diffuse transmission, 2 of 42: 0.04760
diffuse transmission, 4 of 44: 0.09072
Fowler cap fraction of electrons: 1.1806e-04
thermal energy at 300 K: 25.85 meV
yield ratio 300 K / 0 K: 1.0538
same ratio, formula: 1.0550
300 K yield at threshold: 0.002650 %
Fowler-plot barrier, 0 K: 0.5980 eV
Fowler-plot barrier, 300 K: 0.5894 eV
field: 0.020 MV/cm
field / rough breakdown: 0.067
relative permittivity: 11.7
image-force lowering: 15.69 meV
barrier-top position: 3.92 nm
yield factor if lowering is added: 1.1631
tunnelling energy width: 3.22 meV
yield factor, tunnelling: 1.00085
yield factor, state densities: 1.0417
film: 20 nm, loss length: 30 nm
yield factor, film loss: 0.7299
yield factor, abrupt step: 0.2703
silicon masses: 0.19, 0.92 electron masses
valley wave number: 9.84 1/nm
metal wave number: 15.07 1/nm
valley factor, centre only: 0.19
valley factor, all valleys: 2.398
valley factor, direct count: 2.399
```
